# The two-electron Hamiltonian as half a sum of squares from Cholesky vectors: a program that tests the result

```python
"""Result under test: the two-electron Hamiltonian as half a sum of squares.
  H = Enuc + sum (h+v)_pq E_pq + 1/2 sum_g L_g^2,   L_g = sum L^g_pq E_pq
  E_pq : spin-summed a+_p a_q in orthonormal real orbitals
  L^g  : Cholesky vectors, (pq|rs) = sum_g L^g_pq L^g_rs
  v    : one-body correction, v_pq = -1/2 sum_r (pr|rq)
Algebra is in atomic units; printed energies are in eV, lengths in angstrom.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, ao2mo

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
DISTANCE = 1.6  # angstrom


def run_hartree_fock(basis):
    mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, DISTANCE / BOHR)]],
                unit="Bohr", basis=basis, verbose=0)
    packed = mol.intor("int2e", aosym="s8")
    mf = scf.RHF(mol)
    mf._eri = packed
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mol, mf, ao2mo.restore(1, packed, mol.nao)


def pivoted_cholesky(matrix, tol):
    diagonal = np.diag(matrix).copy()
    vectors, pivots = [], []
    while diagonal.max() > tol:
        k = int(np.argmax(diagonal))
        column = matrix[:, k].copy()
        for old in vectors:
            column -= old * old[k]
        new = column / np.sqrt(diagonal[k])
        pivots.append(diagonal[k])
        vectors.append(new)
        diagonal = diagonal - new**2
    return np.array(vectors), np.array(pivots)


# ---- integrals and Cholesky vectors ----
mol, mf, eri_ao = run_hartree_fock("sto-3g")
n = mol.nao
C = mf.mo_coeff
S = mol.intor("int1e_ovlp")
h = C.T @ mf.get_hcore() @ C
eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", eri_ao, C, C, C, C, optimize=True)
e_nuc = mol.energy_nuc()
pair_matrix = eri_ao.reshape(n * n, n * n)
vectors, pivots = pivoted_cholesky(pair_matrix, 1e-9 / HARTREE)
M = len(vectors)
L_ao = vectors.reshape(M, n, n)
assert M <= n * (n + 1) // 2
assert np.allclose(L_ao, L_ao.transpose(0, 2, 1), atol=1e-9)
assert np.linalg.eigvalsh(pair_matrix).min() > -1e-12
for m in range(M + 1):
    residual = pair_matrix - vectors[:m].T @ vectors[:m]
    assert abs(residual).max() <= np.diag(residual).max() + 1e-10
L = np.array([C.T @ x @ C for x in L_ao])
v = -0.5 * np.einsum("prrq->pq", eri)
assert np.allclose(v, -0.5 * sum(x @ x for x in L), atol=1e-8)
v_ao = -0.5 * sum(x @ np.linalg.solve(S, x) for x in L_ao)
assert np.allclose(C.T @ v_ao @ C, v, atol=1e-8)

# ---- Fock space: modes 0..n-1 spin up, n..2n-1 spin down ----
modes = 2 * n
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.diags([1.0, -1.0])
a, string = [], sp.identity(1)
for j in range(modes):
    rest = sp.identity(2**(modes - j - 1))
    a.append(sp.kron(sp.kron(string, lower), rest, format="csr"))
    string = sp.kron(string, parity, format="csr")
adag = [x.T.tocsr() for x in a]
E = [[adag[p] @ a[q] + adag[p + n] @ a[q + n] for q in range(n)]
     for p in range(n)]
dim = 2**modes


def one_body(matrix):
    total = sp.csr_matrix((dim, dim))
    for p in range(n):
        for q in range(n):
            if abs(matrix[p, q]) > 1e-14:
                total = total + matrix[p, q] * E[p][q]
    return total


# Two-electron operator from its definition with a+ a+ a a strings
pair_lower = [[a[i] @ a[j] for j in range(modes)] for i in range(modes)]
two_body = sp.csr_matrix((dim, dim))
for s1 in (0, n):
    for s2 in (0, n):
        for p in range(n):
            for q in range(n):
                inner = sp.csr_matrix((dim, dim))
                for r in range(n):
                    for s in range(n):
                        if abs(eri[p, r, q, s]) > 1e-14:
                            inner = inner + (eri[p, r, q, s]
                                             * pair_lower[s + s2][r + s1])
                two_body = two_body + 0.5 * (
                    adag[p + s1] @ adag[q + s2] @ inner)

L_op = [one_body(x) for x in L]
half_squares = sp.csr_matrix((dim, dim))
for x in L_op:
    half_squares = half_squares + 0.5 * (x @ x)
v_op = one_body(v)
identity_error = abs(two_body - half_squares - v_op).max()
assert identity_error < 1e-8
omission_error = abs(two_body - half_squares).max()
assert omission_error > 0.1

# ---- four-electron sector and one-electron sector ----
occ = (np.arange(dim)[:, None] >> np.arange(modes - 1, -1, -1)) & 1
four = np.where((occ[:, :n].sum(1) == 2) & (occ[:, n:].sum(1) == 2))[0]
single = np.where(occ.sum(1) == 1)[0]


def restrict(op, index):
    return op[index][:, index].toarray()


def lowest(matrix):
    return np.linalg.eigvalsh(matrix)[0]


K = restrict(one_body(h), four)
V = restrict(v_op, four)
Ld = [restrict(x, four) for x in L_op]
Q = [0.5 * x @ x for x in Ld]
H_def = K + restrict(two_body, four)
levels, states = np.linalg.eigh(H_def)
e_full, psi = levels[0], states[:, 0]
e_fci = fci.direct_spin1.kernel(h, eri, n, (2, 2))[0]
assert abs(e_full - e_fci) < 1e-8
Q_sum = sum(Q)
parts = [psi @ X @ psi for X in (K, Q_sum, V)]
assert abs(sum(parts) - e_full) < 1e-8
e_omit = lowest(K + Q_sum)

# ---- truncated sums: v from kept vectors, or v from full integrals ----
Q1 = [0.5 * np.linalg.matrix_power(restrict(x, single), 2) for x in L_op]
V1 = restrict(v_op, single)
err_kept, err_fullv, leftover = [], [], []
for m in range(M + 1):
    v_kept = -0.5 * np.einsum("gpr,grq->pq", L[:m], L[:m])
    v_kept_op = one_body(v_kept)
    Qm = sum(Q[:m], np.zeros_like(K))
    Q1m = sum(Q1[:m], np.zeros_like(V1))
    err_kept.append(lowest(K + Qm + restrict(v_kept_op, four)) - e_full)
    err_fullv.append(lowest(K + Qm + V) - e_full)
    assert abs(Q1m + restrict(v_kept_op, single)).max() < 1e-10
    leftover.append(-lowest(Q1m + V1))
err_kept, err_fullv = np.array(err_kept), np.array(err_fullv)
assert np.all(err_fullv < 1e-8) and np.all(np.diff(err_fullv) > -1e-9)
assert abs(err_kept[-1]) < 1e-8 and abs(err_fullv[-1]) < 1e-8

# ---- auxiliary field: Gaussian average of one-body exponentials ----
t_field = 1e-3  # 1/eV
t = t_field * HARTREE
nodes, weights = np.polynomial.hermite_e.hermegauss(24)
weights = weights / np.sqrt(2 * np.pi)
average = sum(w * expm(1j * x * np.sqrt(t) * Ld[0])
              for x, w in zip(nodes, weights))
field_error = abs(average - expm(-0.5 * t * Ld[0] @ Ld[0])).max()
assert field_error < 1e-9

# One-body exponential acting on the Hartree-Fock determinant
x_field = 0.7
reference = [i for i, k in enumerate(four)
             if occ[k, [0, 1, n, n + 1]].sum() == 4][0]
moved = expm(1j * x_field * np.sqrt(t) * Ld[0])[:, reference]
U = expm(1j * x_field * np.sqrt(t) * L[0])[:, :2]
minors = np.array([np.linalg.det(U[np.where(occ[k, :n])[0]])
                   * np.linalg.det(U[np.where(occ[k, n:])[0]]) for k in four])
determinant_error = abs(moved - minors).max()
assert determinant_error < 1e-9


def split_error(step):
    outer = expm(-0.5 * step * (K + V))
    product = outer.copy()
    for x in Q:
        product = product @ expm(-step * x)
    return np.linalg.norm(product @ outer - expm(-step * H_def), 2)


t_split = 1e-5  # 1/eV
split_ratio = (split_error(t_split * HARTREE)
               / split_error(0.5 * t_split * HARTREE))
assert 3.8 < split_ratio < 4.2

# ---- growth of the correction with the basis ----
growth = []
for basis in ("sto-3g", "def2-svp", "def2-tzvp", "def2-qzvp"):
    mol_b, mf_b, eri_b = run_hartree_fock(basis)
    S_inv = np.linalg.inv(mol_b.intor("int1e_ovlp"))
    v_b = -0.5 * np.einsum("prsq,rs->pq", eri_b, S_inv)
    v_mean = np.sum(mf_b.make_rdm1() * v_b)
    growth.append((basis, mol_b.nao, v_mean, mf_b.energy_elec()[1]))
v_means = np.array([g[2] for g in growth])
repulsions = np.array([g[3] for g in growth])
assert np.all(np.diff(v_means) < 0)
assert np.ptp(repulsions) < 0.5 * np.ptp(v_means)

# ---- output ----
print(f"Li-H distance: {DISTANCE} angstrom")
print(f"orbitals: {n}, distinct pairs: {n*(n+1)//2}, vectors: {M}")
print(f"four-electron determinants (2 up, 2 down): {len(four)}")
print(f"largest pivot: {pivots[0]*HARTREE:.4f} eV")
print(f"smallest pivot: {pivots[-1]*HARTREE:.3e} eV")
print(f"operator identity, largest error: {identity_error*HARTREE:.1e} eV")
print(f"same without v: {omission_error*HARTREE:.4f} eV")
print("Lowest orbital, one electron:")
print(f"  h_11 = {h[0,0]*HARTREE:.4f} eV")
print(f"  (11|11) = {eri[0,0,0,0]*HARTREE:.4f} eV")
print(f"  v_11 = {v[0,0]*HARTREE:.4f} eV")
first_up = int(np.where(occ[single, 0] == 1)[0][0])
print(f"  half squares = {sum(Q1)[first_up,first_up]*HARTREE:.4f} eV")
print("Ground state, full CI in STO-3G:")
print(f"  nuclear repulsion = {e_nuc*HARTREE:.4f} eV")
print(f"  <h> = {parts[0]*HARTREE:.4f} eV")
print(f"  <half squares> = {parts[1]*HARTREE:.4f} eV")
print(f"  <v> = {parts[2]*HARTREE:.4f} eV")
print(f"  electron repulsion = {(parts[1]+parts[2])*HARTREE:.4f} eV")
print(f"  total = {(e_full+e_nuc)*HARTREE:.4f} eV")
print(f"  total = {e_full+e_nuc:.6f} hartree")
print(f"  separate CI code = {(e_fci+e_nuc)*HARTREE:.4f} eV")
print(f"  lowest energy without v = {(e_omit+e_nuc)*HARTREE:.4f} eV")
print(f"  error without v = {(e_omit-e_full)*HARTREE:.4f} eV")
print("Truncation; energy errors and one-electron leftover in eV")
print("tau/eV  vectors  max residual  v kept  v full  leftover")
for tau in (1.0, 0.1, 0.01, 0.001):
    m = int(np.sum(pivots * HARTREE > tau))
    res = abs(pair_matrix - vectors[:m].T @ vectors[:m]).max() * HARTREE
    assert res <= tau + 1e-9
    print(f"{tau:g}  {m}  {res:.2e}  {err_kept[m]*HARTREE:+.3e}  "
          f"{err_fullv[m]*HARTREE:+.3e}  {leftover[m]*HARTREE:.3e}")
print("Hartree-Fock: basis, orbitals, <v>/eV, repulsion/eV")
for basis, size, v_mean, repulsion in growth:
    print(f"{basis}  {size}  {v_mean*HARTREE:.3f}  {repulsion*HARTREE:.3f}")
print(f"field test: t = {t_field:g} 1/eV, nodes = {len(nodes)}")
print(f"  Gaussian average, largest error: {field_error:.1e}")
print(f"  determinant map, x = {x_field}, error: {determinant_error:.1e}")
print(f"split step: t = {t_split:g} 1/eV and half of it")
print(f"  error ratio: {split_ratio:.4f}")
print("tests ok")
```

Running it gives:

```
Li-H distance: 1.6 angstrom
orbitals: 6, distinct pairs: 21, vectors: 21
four-electron determinants (2 up, 2 down): 225
largest pivot: 45.7259 eV
smallest pivot: 2.801e-04 eV
operator identity, largest error: 4.2e-13 eV
same without v: 119.4066 eV
Lowest orbital, one electron:
  h_11 = -128.6389 eV
  (11|11) = 45.1319 eV
  v_11 = -23.4256 eV
  half squares = 23.4256 eV
Ground state, full CI in STO-3G:
  nuclear repulsion = 26.9993 eV
  <h> = -337.7843 eV
  <half squares> = 161.7639 eV
  <v> = -65.4679 eV
  electron repulsion = 96.2960 eV
  total = -214.4890 eV
  total = -7.882324 hartree
  separate CI code = -214.4890 eV
  lowest energy without v = -149.9605 eV
  error without v = 64.5285 eV
Truncation; energy errors and one-electron leftover in eV
tau/eV  vectors  max residual  v kept  v full  leftover
1  7  7.86e-01  +1.945e-02  -1.281e+00  1.073e+00
0.1  14  8.96e-02  +5.497e-02  -1.235e-01  1.932e-01
0.01  18  7.45e-04  +6.943e-05  -2.083e-03  2.534e-03
0.001  18  7.45e-04  +6.943e-05  -2.083e-03  2.534e-03
Hartree-Fock: basis, orbitals, <v>/eV, repulsion/eV
sto-3g  6  -65.477  97.580
def2-svp  14  -78.435  94.910
def2-tzvp  20  -115.411  94.522
def2-qzvp  65  -135.257  94.824
field test: t = 0.001 1/eV, nodes = 24
  Gaussian average, largest error: 3.3e-16
  determinant map, x = 0.7, error: 2.3e-16
split step: t = 1e-05 1/eV and half of it
  error ratio: 4.0033
tests ok
```
